High-Barrier Reversal Time of a Dipole Diffusing in a Uniaxial Potential

**Q:** A free dipole in a viscous medium loses its orientation in Debye's time 1/(2D), where D is the rotational diffusion coefficient. You now want it to turn over against a potential V = K sin²θ. What equation governs that, and what does it leave out?

**A:** Let W(θ,t) be the probability per unit solid angle. V depends on θ alone, so averaging over azimuth loses nothing that affects cosθ. I assume overdamped motion: the torque −V′(θ) produces the angular velocity −V′/ζ, and Einstein's relation gives D = kT/ζ. Inertia is left out, D is constant, and neighbours enter through V alone. With s = K/kT and v = V/kT = s sin²θ, diffusion and drift give the current density

j = −D(∂W/∂θ + v′W).

The probability in a polar cap changes by the flow 2π sinθ j through its rim. Differentiating that balance with respect to θ gives the Smoluchowski equation:

∂W/∂t = (D/sinθ) ∂/∂θ [sinθ(∂W/∂θ + v′W)].

The Boltzmann distribution e^(−v) makes j vanish, as it must. The wells are the two poles, and the barrier is the whole equator.

**Q:** That equation mixes a sphere, a drift and a barrier. Can it be simplified without approximation?

**A:** Yes. Put x = cosθ, so ∂/∂θ = −sinθ ∂/∂x and v = s(1 − x²). Write

W = w u, w(x) = e^(s x²).

Since w = e^s e^(−v), the bracket contains

∂W/∂θ + v′W = e^(−v) ∂(e^v W)/∂θ = w ∂u/∂θ = −sinθ w ∂u/∂x.

Multiplying by sinθ gives −(1 − x²)w ∂u/∂x. The outer operator (1/sinθ)∂/∂θ is −∂/∂x, so the two minus signs cancel:

w ∂u/∂t = D ∂/∂x[(1 − x²)w ∂u/∂x].

A decaying mode u = φ(x)e^(−λt) obeys

D[(1 − x²)wφ′]′ = −λwφ. (1)

The constant φ has λ = 0 and is equilibrium. By Sturm's oscillation theorem the next mode changes sign once. The potential is symmetric and the mode is unique up to a factor, so it is even or odd. An even function cannot have a single sign change, so the mode is odd, with φ(0) = 0, and I take it positive for x > 0. It moves probability between the wells.

**Q:** You still have to solve (1). Why should an escape-time argument, with an absorbing equator, give an eigenvalue?

**A:** There is an identity linking them. Let T(x) be the mean time to reach the equator from x > 0. For a smooth function f, integrating by parts twice gives

d⟨f⟩/dt = ⟨𝓛f⟩, 𝓛f = (D/w)[(1 − x²)wf′]′.

After a short time dt the remaining mean time has changed by 𝓛T dt, while dt has elapsed. Hence 𝓛T = −1, or

D[(1 − x²)wT′]′ = −w, T(0) = 0. (2)

Multiply (1) by T and integrate from 0 to 1, then do the same with (2) and φ. The boundary terms vanish, because T and φ are zero at x = 0 and 1 − x² is zero at x = 1. Both left sides become −D∫(1 − x²)wφ′T′dx, so the right sides are equal:

λ∫wφT dx = ∫wφ dx,

1/λ = ∫wφT dx / ∫wφ dx.

The relaxation time is therefore an average of the escape time, with weight wφ.

**Q:** But the weight contains the unknown φ.

**A:** Its shape is enough to give bounds. Integrating (1) and (2) from x to 1 shows that φ′ and T′ are positive. So T(x) ≤ T(1), and the average cannot exceed T(1). For the other side, let ⟨ ⟩ be the Boltzmann average over the upper hemisphere, with weight w. Both functions increase, so for any two points x and y

[φ(x) − φ(y)][T(x) − T(y)] ≥ 0.

Averaging over independent x and y gives 2⟨φT⟩ − 2⟨φ⟩⟨T⟩ ≥ 0. Dividing by 2⟨φ⟩,

⟨T⟩ ≤ 1/λ ≤ T(1). (3)

This holds at any barrier height. If both ends have the same high-barrier expansion, so has 1/λ.

**Q:** Then compute the ends, and show me what you discard.

**A:** Define A(y) = ∫ from y to 1 of e^(s z²)dz. One integration of (2) from y to 1 gives

T′(y) = A(y)/[D(1 − y²)w(y)],

T(1) = (1/D)∫₀¹ e^(−s y²)A(y)/(1 − y²) dy.

The factor A counts the well population, which lies near z = 1. With q = 1 − z², dz = −dq/[2√(1 − q)], and

A(0) = (e^s/2)∫₀¹ e^(−s q)(1 + q/2 + 3q²/8 + …)dq
= [e^s/(2s)][1 + 1/(2s) + 3/(4s²) + …].

The factor e^(−s y²) confines the outer integral to the barrier, near y = 0. For y < 1/2,

A(0) − A(y) = ∫₀^y e^(s z²)dz ≤ e^(s/4)/2,

which is exponentially small beside A(0). For y > 1/2, A(y) ≤ (1 − y)e^s, so the integrand is at most

e^(s(1 − y²))/(1 + y) ≤ e^(3s/4).

That part is exponentially small beside a result of order e^s/s^(3/2). What remains is A(0) times

∫₀ e^(−s y²)(1 + y² + y⁴ + …)dy
= ½√(π/s)[1 + 1/(2s) + 3/(4s²) + …].

Here each Gaussian integral has been extended to infinity, again at exponentially small cost, and the Gaussian averages are 1/(2s) for y² and 3/(4s²) for y⁴.

For the lower bound, use w = −A′ and integrate by parts:

⟨T⟩ = [1/A(0)]∫₀¹ wT dx = [1/A(0)]∫₀¹ A T′dy.

Compared with T(1), the integrand has the extra factor A(y)/A(0). It is 1 near the barrier, up to exponentially small terms, and never exceeds 1 elsewhere. Both ends therefore have the same expansion in 1/s. Squaring the bracket gives 1/s at first order and 1/4 + 2·3/4 = 7/4 at second:

1/λ = τ₀[1 + 1/s + 7/(4s²) + …],

τ₀ = √π e^s/(4D s^(3/2)).

**Q:** You call that a reversal time, yet you computed the time to reach the top. A dipole at the top has not reversed.

**A:** The objection is right about a single dipole. From the equator it is equally likely to settle on either side, so the mean waiting time for a transfer should be 2τ₀. A flux calculation confirms it. Let u be nearly constant, u₁ and u₂, in the upper and lower wells. The populations are

n₁ = 2πA(0)u₁ ≈ (πe^s/s)u₁,

and likewise n₂. The downward current through a circle of latitude is

J = 2π sinθ j = 2πD(1 − x²)w ∂u/∂x.

It is nearly uniform across the barrier. Dividing by (1 − x²)w and integrating across the equator gives

u₁ − u₂ ≈ [J/(2πD)]√(π/s).

Substituting u₁ − u₂ = (n₁ − n₂)s e^(−s)/π,

J = k(n₁ − n₂), k = 2D s^(3/2)e^(−s)/√π.

One transfer lowers n₁ and raises n₂, so

d(n₁ − n₂)/dt = −2J = −2k(n₁ − n₂).

The population difference decays in 1/(2k) = τ₀, while the waiting time in one well is 1/k = 2τ₀. To see the factor at a finite barrier, I solved (2) by Chebyshev collocation for s = 12, starting at x = 1. Moving the absorbing point from x = 0 to x = −0.7, inside the other well, lengthens the mean time by a factor 1.999. "Reversal time" for τ₀ thus means the decay time of the ensemble's polarization.

**Q:** What happens for a low barrier? Your formula diverges as s → 0, where Debye's time should return.

**A:** It fails there, because neither the well nor the barrier is narrow. Multiplying (1) by φ and integrating gives

λ = D∫₀¹(1 − x²)wφ′²dx / ∫₀¹wφ²dx. (4)

At s = 0, φ = x solves (1) with λ = 2D, which is Debye's result. For small s the true φ differs from x by order s. The quotient (4) is stationary at the true mode, so using φ = x costs an error of order s² only. With w ≈ 1 + s x²,

λ/D ≈ (2/3 + 2s/15)/(1/3 + s/5) ≈ 2(1 − 2s/5),

1/λ ≈ [1/(2D)](1 + 2s/5).

So the time first grows linearly with the barrier, and the exponential law takes over later.

**Q:** How much later? "High barrier" is not a number.

**A:** I minimized (4) numerically, expanding √w φ in odd Legendre polynomials up to degree 79. The minimum is then D times the square of a matrix's smallest singular value. The relaxation time divided by τ₀ is:

s = 5: 1.2555
s = 10: 1.1241
s = 20: 1.0551
s = 30: 1.0355

The leading formula is too short in all four cases. The term 1/s supplies most of the difference: it predicts 1.2000, 1.1000, 1.0500 and 1.0333.

**Q:** Give me a case where someone would measure this.

**A:** Take a rod-like polar molecule turning end over end in a nematic liquid crystal, with the measuring field along the preferred axis. I choose K = 0.15 eV, T = 300 K and D = 10⁸ s⁻¹. Then kT = 0.02585 eV and s = 5.80. With e^s ≈ 331 and s^(3/2) ≈ 13.98,

τ₀ ≈ 1.772 × 331/(4 × 10⁸ × 13.98) s ≈ 105 ns.

The 1/s term raises this to 123 ns and the 1/s² term to 128.5 ns. The numerical minimum of (4) gives 129 ns. Quadrature of the two ends of (3) gives 128.3 and 130.8 ns, which enclose it. The leading formula is thus 19% below the model's own relaxation time. The free Debye time would be 5 ns, so the potential slows the decay about 26 times.

**Q:** Does this still look like a Debye spectrum, or does the potential spread it out?

**A:** For this field direction it is nearly a single Debye line. Projecting cosθ on the numerical modes gives the slowest one 98.9% of the equilibrium autocorrelation of cosθ. The next odd mode decays in about 0.7 ns. A single exponential with time τ has a loss proportional to ωτ/(1 + ω²τ²), which peaks at ωτ = 1. The slow mode therefore peaks at

f = 1/(2π × 129 ns) ≈ 1.2 MHz.

The line keeps nearly the shape it has in free diffusion, but its peak lies about 26 times lower in frequency.

**Q:** Are those parameters realistic, or chosen to please the formula?

**A:** They are rough values in the regime of cyanobiphenyl nematics, whose slow relaxation along the preferred axis lies roughly in the megahertz range. The order parameter S = ⟨3cos²θ − 1⟩/2, averaged with the Boltzmann weight, is 0.70, towards the well-ordered end for such a phase. The choice of K matters: raising it to 0.16 eV at fixed T and D makes s = 6.19 and lengthens τ₀ by about a third. Lowering it to 0.115 eV, which gives a more moderate S = 0.60, shortens the relaxation time from 129 to 51 ns. Real molecules also break the assumption of independent dipoles. For a size, take two 5 debye dipoles side by side, 0.75 nm apart, screened by a permittivity of 2.5. Their interaction energy is

μ²/(4πε₀ε r³) = 0.57 kT.

If the neighbour is frozen along the axis, it adds −ξcosθ to v, with ξ = 0.57 and the sign of cosθ chosen to suit. Repeating the mode calculation with this term and with polynomials of both parities gives 116 ns, a 10% reduction. The spacing matters greatly: at 0.5 nm, closer to the sideways distance between such rods, the same estimate gives ξ = 1.93 and 55 ns, though point dipoles are a crude picture at that distance. Real neighbours move and may reverse together with the molecule. This estimate does not cover that, so it is not a bound on the error.

**Q:** Why would a bias shorten the time? It deepens one well.

**A:** It also makes the other shallower, and relaxation depends on the sum of the two escape rates. At leading order in large s with ξ fixed, one rate is multiplied by e^(−ξ) and the other by e^ξ. For ξ = 0.57 their sum grows by cosh ξ = 1.17. The computed rate grows by 129.1/116.1 = 1.11; the leading estimate has the right direction but overstates the size at this barrier.

**Q:** And a constant D? A rod lying across its aligned neighbours may well turn more slowly.

**A:** If D depends on angle, it stays inside the derivative in (2), and T′(y) contains 1/D(y). The integral is concentrated at the equator, so at leading order the D in τ₀ is its value there. With D(θ) = D(1 − 0.3 sin²θ), the equatorial value is 30% lower and the high-barrier time grows by 1/0.7 = 1.43. For the example the mode calculation gives 177 ns, a factor 1.37, because a barrier of 5.8 kT is not narrow enough to sample the equator alone. The 30% itself is an assumption, not a material value.

**Q:** What about temperature? You kept K fixed, although the potential comes from the order itself.

**A:** At 310 K with K and D fixed, the time falls from 129 to 113 ns. If instead K is proportional to S, as in a mean-field nematic, K and S must be found together. The proportionality constant is fixed by the 300 K values, and the solution at 310 K has s = 5.43. The time is then 99 ns, still with D fixed. This constant places the model's nematic–isotropic transition near 365 K, so the example lies deep in the nematic range. Pure cyanobiphenyls clear much lower, 5CB near 308 K; above that point the mean-field potential vanishes. With the constant chosen instead for a transition at 316 K, the same model gives 38 ns at 300 K and 27 ns at 310 K. If D rises on heating, the time shortens further in proportion to 1/D.

**Q:** You also dropped inertia, quantum motion and the measuring field.

**A:** Here they are small. A uniform rod of 250 u and length 1.8 nm has I = mL²/12 = 1.12 × 10⁻⁴³ kg m². If friction acts without memory, its angular velocity decays at the rate γ = kT/(ID), that is, in 2.7 fs. Friction in a real liquid does not respond that fast, so this time and the inertial correction below belong to the model. Near the equator V ≈ K(1 − δ²), where δ is the angle from the top, so the unstable motion obeys

δ̈ + γδ̇ = ω²δ, ω = √(2K/I) = 6.5 × 10¹¹ s⁻¹.

Its growth rate r satisfies r² + γr = ω², so r ≈ (ω²/γ)(1 − ω²/γ²). In Kramers' high-barrier theory the escape rate is reduced in the same ratio, here by 3 × 10⁻⁶. Wigner's leading tunnelling correction for an undamped barrier, (ħω/kT)²/24 = 1.2 × 10⁻⁵, gives the order of magnitude of the quantum effect; friction and quantum motion in the wells change the number but leave it negligible. A measuring field of 0.01 MV/cm, taken without local-field enhancement, gives a dipole energy of 0.004 kT and shortens the time by a fraction 5.5 × 10⁻⁶. For this example, the finite barrier, the angular dependence of D, the temperature and the neighbours matter far more.
